\section*{Interstitial exposure from a buried line source beneath a perfect-sink surface}

\section{Physical situation and model}

An implant through a narrow window leaves silicon self-interstitials in a buried strip. During the anneal they escape from their clusters, diffuse, and speed up the motion of boron until they are lost at the surface. A dopant profile beside the window is also disturbed, and a process model needs to know how far that disturbance reaches.

Let the silicon fill $z>0$, with $x$ the lateral distance from the window centre. The strip is first replaced by an infinitely long straight line at $x=0$, $z=d$, which releases $N$ interstitials per unit length. The concentration in excess of the equilibrium value $C^*$ is called $C$. It diffuses with constant diffusivity $D$, and a perfectly absorbing surface holds it at zero:
\begin{equation}
\frac{\partial C}{\partial t}=D\nabla^2C\quad(t>0),\qquad C(x,0,t)=0 .
\label{eq:model}
\end{equation}
Bulk recombination and permanent trapping are absent, and the crystal is deep enough to count as a half-space. The release is at first sudden, at $t=0$. The quantity that governs dopant motion is the exposure
\begin{equation}
\Phi(x,z)=\int_0^\infty C(x,z,t)\,dt .
\end{equation}
At fixed depth $z>0$ it falls as $1/x^2$ at large $|x|$. The words ``fixed depth'' matter, because along a slanted line the fall is slower.

\section{The image solution}

In two dimensions, the spreading Gaussian
\begin{equation}
G=\frac{1}{4\pi Dt}\,e^{-r^2/4Dt}
\end{equation}
has unit integral over the plane and shrinks to a point as $t\to0$. Differentiation gives
\begin{equation}
\frac{\partial G}{\partial t}=G\left(\frac{r^2}{4Dt^2}-\frac1t\right),
\qquad
\nabla^2G=G\left(\frac{r^2}{4D^2t^2}-\frac1{Dt}\right),
\end{equation}
so $\partial G/\partial t=D\nabla^2G$. To meet the surface condition, subtract an equal source at the mirror position $z=-d$. With
\begin{equation}
r_\mp^2=x^2+(z\mp d)^2
\end{equation}
the solution is
\begin{equation}
C=\frac{N}{4\pi Dt}\left(e^{-r_-^2/4Dt}-e^{-r_+^2/4Dt}\right).
\label{eq:image}
\end{equation}
At $z=0$ the two distances are equal and $C$ vanishes. The image lies outside the silicon, so it adds no source inside.

\section{Integration over time}

Each term of \eqref{eq:image} alone behaves as $1/t$ at late times, and its integral grows as $\ln t$. The terms must therefore be kept together. For positive $a$ and $b$,
\begin{align}
\int_0^\infty\frac{e^{-a/t}-e^{-b/t}}{t}\,dt
&=\int_0^\infty\frac{dt}{t}\int_a^b\frac{e^{-\alpha/t}}{t}\,d\alpha\nonumber\\
&=\int_a^b d\alpha\int_0^\infty e^{-\alpha u}\,du
=\int_a^b\frac{d\alpha}{\alpha}=\ln\frac ba .
\end{align}
The order of integration may be exchanged because the integrand has one sign, and $u=1/t$ turns $dt/t^2$ into $du$ with the limits reversed. Setting $a=r_-^2/4D$ and $b=r_+^2/4D$ gives
\begin{equation}
\boxed{\Phi=\frac{N}{4\pi D}\ln\frac{x^2+(z+d)^2}{x^2+(z-d)^2}}
\label{eq:log}
\end{equation}
Since $r_+^2-r_-^2=4zd$, the argument of the logarithm is $1+4zd/r_-^2$. In code, \texttt{log1p(4*z*d/(x*x+(z-d)**2))} avoids the loss of digits that occurs when the ratio is close to one. The formula diverges on the line itself, where the finite width of the source must be restored.

\section{The inverse-square law and its error}

Write $R^2=x^2+z^2+d^2$ and $q=2zd/R^2$. Then $r_\pm^2=R^2(1\pm q)$, and
\begin{equation}
\Phi=\frac{N}{4\pi D}\ln\frac{1+q}{1-q}
=\frac{N}{2\pi D}\,\operatorname{artanh}q .
\label{eq:artanh}
\end{equation}
At fixed $z$ and $d$, $q\to2zd/x^2$ as $|x|\to\infty$, and $\operatorname{artanh}q\to q$. Hence
\begin{equation}
\boxed{\Phi\longrightarrow\Phi_\infty=\frac{N\,d\,z}{\pi D\,x^2}}
\label{eq:far}
\end{equation}
Source and image form a dipole of moment proportional to $Nd$. In this far limit a deeper source, being farther from the sink, gives a larger exposure; a deeper observation point gains for the same reason.

The error can be bounded at any $x\neq0$. Because $\operatorname{artanh}q\ge q$, equation \eqref{eq:artanh} gives $\Phi\ge Nzd/(\pi DR^2)$. Because $\ln(1+y)\le y$, equation \eqref{eq:log} gives $\Phi\le Nzd/(\pi Dr_-^2)$. Dividing by $\Phi_\infty$,
\begin{equation}
\frac{1}{1+(z^2+d^2)/x^2}\le\frac{\Phi}{\Phi_\infty}
\le\frac{1}{1+(z-d)^2/x^2}.
\label{eq:bounds}
\end{equation}
The far law thus never underestimates the exposure in this model, and it needs $x^2\gg z^2+d^2$.

The local exponent shows how the law is approached. From $dq/dx=-2xq/R^2$ and $d(\operatorname{artanh}q)=dq/(1-q^2)$,
\begin{equation}
p=\frac{d\ln\Phi}{d\ln x}
=-\frac{2x^2}{R^2}\,\frac{q}{(1-q^2)\operatorname{artanh}q},
\label{eq:slope}
\end{equation}
which tends to $-2$ as $q\to0$ at fixed depth.

Now move away along a ray at angle $\theta<90^\circ$ from the inward normal: $x=r\sin\theta$, $z=r\cos\theta$. Then $q=2rd\cos\theta/(r^2+d^2)\to2d\cos\theta/r$, and
\begin{equation}
\Phi\to\frac{Nd\cos\theta}{\pi D\,r}.
\end{equation}
The fall is only $1/r$, because the observation point moves away from the sink as well as from the source.

The surface itself has zero excess exposure, but it collects interstitials. Their number per unit area is
\begin{equation}
D\left.\frac{\partial\Phi}{\partial z}\right|_{z=0}
=\frac{N}{4\pi}\left(\frac{2d}{x^2+d^2}+\frac{2d}{x^2+d^2}\right)
=\frac{Nd}{\pi(x^2+d^2)} .
\label{eq:flux}
\end{equation}
Its integral over $x$ is $N$, so every released interstitial ends at the surface.

\section{Slow release and traps}

Clusters dissolve gradually. Let the release rate per unit length be $g(t)$ with total $N$, and let $B$ be the excess concentration held in traps:
\begin{equation}
\frac{\partial C}{\partial t}=D\nabla^2C+g(t)\,\delta(x)\delta(z-d)-\frac{\partial B}{\partial t}.
\end{equation}
Integrate from the start, when $C=B=0$, to late times, when $C$ has again vanished. If the traps are reversible, $B$ has vanished too, and
\begin{equation}
D\nabla^2\Phi=-N\delta(x)\delta(z-d),\qquad \Phi(x,0)=0 .
\label{eq:poisson}
\end{equation}
This is the same problem for every $g(t)$, so \eqref{eq:log} still holds. Reversible traps delay the interstitials without changing the final exposure, even if the traps saturate. Permanent traps leave $B\neq0$ and remove part of the source. The argument uses a constant $D$, hence a constant temperature during the release.

\section{Sources of finite size}

Equation \eqref{eq:poisson} is linear, so a spread source is a sum of lines. In the far law each line contributes in proportion to its depth, and $d$ becomes the mean source depth. For a uniform window of width $w$, with $|x|>w/2$, the lateral average is
\begin{equation}
\frac1w\int_{-w/2}^{w/2}\frac{dx'}{(x-x')^2}
=\frac1w\left(\frac1{x-w/2}-\frac1{x+w/2}\right)
=\frac1{x^2-w^2/4}.
\end{equation}

A line of finite half-length $\ell$ needs the three-dimensional kernel. The time-integrated equation for a point source of $n$ interstitials has the solution $(n/4\pi D)(1/r_--1/r_+)$, where $r_\mp$ now include the coordinate $y$ along the line. At lateral distance $\rho=\sqrt{x^2+y^2}\gg z,d$, one has $r_+-r_-\simeq2zd/\rho$, so the exposure is $nzd/(2\pi D\rho^3)$. Opposite the middle of the line,
\begin{equation}
\Phi\simeq\frac{Nzd}{2\pi D}\int_{-\ell}^{\ell}\frac{dy}{(x^2+y^2)^{3/2}}
=\Phi_\infty\frac{\ell}{\sqrt{x^2+\ell^2}} .
\end{equation}
The inverse-square range ends near $x\sim\ell$; beyond it the fall is $1/x^3$.

\section{Conditions that change the law}

\subsection{Anneal stopped early}

After a sudden release, \eqref{eq:image} can be written as
\begin{equation}
C=\frac{N}{4\pi Dt}e^{-r_-^2/4Dt}\left(1-e^{-zd/Dt}\right).
\end{equation}
When $Dt\gg z^2+d^2$, this becomes $Nzd\,e^{-x^2/4Dt}/(4\pi D^2t^2)$. At large $x$ earlier times contribute negligibly. With $u=1/t'$, the exposure up to time $t$ is
\begin{equation}
\frac{Nzd}{4\pi D^2}\int_{1/t}^{\infty}e^{-x^2u/4D}\,du
=\Phi_\infty e^{-x^2/4Dt}.
\label{eq:early}
\end{equation}
The inverse-square law therefore stops at a distance of order $2\sqrt{Dt}$.

\subsection{Finite surface capture}

A surface that absorbs at a finite rate obeys $C=L\,\partial C/\partial z$ at $z=0$, where $L$ is the capture length. The exposure obeys the same condition. Let $\Phi_0$ be the perfect-sink result \eqref{eq:log}, and define
\begin{equation}
H(s)=\frac{s}{s^2+x^2},\qquad
F(z)=\int_0^\infty e^{-u}H(z+d+uL)\,du .
\end{equation}
The solution is
\begin{equation}
\Phi=\Phi_0+\frac{NL}{\pi D}F(z).
\label{eq:capture}
\end{equation}
To verify it, note that $H$ is a solution of Laplace's equation in $x$ and $z$ for $z>0$, so $F$ adds no source. Since $L\,\partial H/\partial z=\partial H/\partial u$, integration by parts gives $LF'=F-H(z+d)$. At the surface $\Phi_0=0$, and \eqref{eq:flux} gives $\partial\Phi_0/\partial z=NH(d)/(\pi D)$. Thus
\begin{equation}
\Phi-L\frac{\partial\Phi}{\partial z}
=\frac{NL}{\pi D}\left[F-LF'-H(d)\right]=0 .
\end{equation}
Far away, where $x\gg z+d+L$, $H(s)\to s/x^2$, and the mean of $u$ with weight $e^{-u}$ is one. Therefore
\begin{equation}
\Phi\to\frac{N}{\pi Dx^2}\left[zd+L(z+d+L)\right]
=\frac{N(d+L)(z+L)}{\pi Dx^2}.
\end{equation}
In this range the power survives, but both depths are increased by $L$. A long capture length moves the start of the inverse-square range outwards.

\subsection{Permanent loss in the bulk}

First-order loss at rate $k$ adds $-kC$ to the diffusion equation. With $\lambda=\sqrt{D/k}$, the integrated equation is $\nabla^2\Phi-\Phi/\lambda^2=-(N/D)\delta(x)\delta(z-d)$. Its decaying line-source solution is the modified Bessel function $K_0$, and the image again satisfies the surface condition:
\begin{equation}
\Phi=\frac{N}{2\pi D}\left[K_0(r_-/\lambda)-K_0(r_+/\lambda)\right].
\label{eq:loss}
\end{equation}
For $x\gg z,d$ and $z^2+d^2\ll x\lambda$, use $K_0'=-K_1$ and $r_+-r_-\simeq2zd/x$:
\begin{equation}
\Phi\simeq\frac{N}{2\pi D}\,\frac{2zd}{x\lambda}K_1(x/\lambda)
=\Phi_\infty\,\frac x\lambda K_1(x/\lambda).
\end{equation}
The factor tends to one for $x\ll\lambda$. For $x\gg\lambda$ it becomes $\sqrt{\pi x/2\lambda}\,e^{-x/\lambda}$, and the power law is lost.

\section{Boron spreading: a worked case}

Assume dilute boron that diffuses through interstitials, with diffusivity $D_B^*(1+C/C^*)$ and equilibrium value $D_B^*$. Over an anneal of duration $t_a$ that outlasts release and transit,
\begin{equation}
\int_0^{t_a}D_B\,dt=D_B^*\left(t_a+\frac{\Phi}{C^*}\right).
\end{equation}
For a marker layer narrow compared with the distance over which $\Phi$ varies, the excess variance in depth is $\sigma^2=2D_B^*\Phi/C^*$. The interstitial parameters enter through the product $DC^*$ alone.

The following are rough typical values for silicon near $800\,^\circ$C (1073 K). A dose of $10^{14}$ cm$^{-2}$, or 1 nm$^{-2}$, in a 50 nm window with one excess interstitial per ion gives $N=50$ nm$^{-1}$. The source depth is $d=50$ nm and the marker depth $z=100$ nm. With $DC^*=10^3$ cm$^{-1}$s$^{-1}=10^{-4}$ nm$^{-1}$s$^{-1}$, $N/(DC^*)=5\times10^5$ s. The boron value is $D_B^*=4\times10^{-17}$ cm$^2$/s $=4\times10^{-3}$ nm$^2$/s.

At $x=500$ nm the far law gives
\begin{equation}
\frac{\Phi_\infty}{C^*}=\frac{5\times10^5\times50\times100}{\pi\times500^2}\ \mathrm{s}
=3183\ \mathrm{s}.
\end{equation}
The logarithm gives 3033 s, or 0.953 of this, within the bounds 0.952 and 0.990 from \eqref{eq:bounds}. The excess diffusion is $4\times10^{-3}\times3033=12.1$ nm$^2$, and $\sigma=\sqrt{2\times12.1}=4.9$ nm. Other distances, at the same depths, follow from \eqref{eq:log} and \eqref{eq:slope}:

\begin{center}
\begin{tabular}{rrrrr}
$x$ (nm) & $\Phi/C^*$ (s) & $\Phi/\Phi_\infty$ & $p$ & $\sigma$ (nm)\\
100 & 38019 & 0.478 & $-1.03$ & 17.4\\
200 & 15345 & 0.771 & $-1.56$ & 11.1\\
500 & 3033 & 0.953 & $-1.91$ & 4.9\\
1000 & 786 & 0.988 & $-1.98$ & 2.5\\
2000 & 198 & 0.997 & $-1.99$ & 1.3
\end{tabular}
\end{center}

At 100 nm the distance is comparable with the depths, and the far law is too large by a factor of about two. By 1000 nm its error is near one per cent of $\Phi_\infty$. Since $\sigma\propto\sqrt\Phi$, the spread itself falls as $1/x$ in the far region.

A 600 s anneal gives an equilibrium contribution $D_B^*t_a=2.4$ nm$^2$. Setting $\Phi_\infty/C^*=t_a$ gives the distance at which excess and equilibrium diffusion are equal:
\begin{equation}
x_{\mathrm{eq}}=\sqrt{\frac{N}{DC^*}\frac{dz}{\pi t_a}}
\simeq1150\ \mathrm{nm}.
\end{equation}

\section{Comparison with a real silicon process}

The dose, depths and anneal lie in the range of silicon processing, but the transport values are rough, and one interstitial per ion is an estimate. An implant that amorphizes the silicon, or leaves stable dislocation loops, needs a different $N$. A real device can also break the assumptions of a half-space, a perfect surface and no permanent traps. If a buried oxide at depth $h$ reflects the interstitials, the slowest lateral decay belongs to the mode $\sin(\pi z/2h)\,e^{-\pi|x|/2h}$, so the far exposure falls exponentially and the inverse-square law does not apply. For $h=200$ nm the exposure at 500 nm is 0.56 of its half-space value. The surface and the traps can be estimated from the formulas above. At $x=500$ nm, with the other inputs fixed, a rough capture length of 10 nm raises the exposure by a factor 1.30, by numerical quadrature of \eqref{eq:capture}; a length of 100 nm would raise it by a factor 5.0. For traps of density $n_t=10^{15}$ cm$^{-3}$ and capture radius $a=0.5$ nm, such as carbon might provide, the diffusion-limited rate $k=4\pi aDn_t$ gives $\lambda=(4\pi an_t)^{-1/2}=399$ nm. Equation \eqref{eq:loss} then lowers the exposure to 0.49 of its loss-free value. This is the limit of traps that never fill, and these inputs are not in it. If each trap holds one interstitial, $\partial B/\partial t=4\pi aDC(n_t-B)$ gives a final $B=n_t[1-e^{-4\pi aD\Phi}]$, and the integrated equation becomes $D\nabla^2\Phi=-N\delta(x)\delta(z-d)+B$. Its numerical solution gives a factor 0.76 at 500 nm, with about three quarters of the traps at the marker filled. A higher density shortens $\lambda$. With a capture length of 10 nm the surface effect outweighs the error of the far law at this distance; below about 1.7 nm it would not. Permanent traps of the assumed density also outweigh that error, with or without saturation.

The following corrections at 500 nm are smaller. Averaging \eqref{eq:log} over the window raises the exposure by 0.2\%, and a line of half-length 5 $\mu$m lowers it by 0.5\%. For exponential release with a time constant of 100 s, a fraction $e^{-6}=0.25\%$ remains unreleased after 600 s. With $D=10^{-7}$ cm$^2$/s the transit time $x^2/4D$ is about 6 ms. Fast exchange with reversible traps can reduce the effective diffusivity; by \eqref{eq:early}, it would have to fall to $10^{-10}$ cm$^2$/s before a sudden release lost 1\% of its exposure. Below that value the correction is no longer small: the loss is about 10\% at $10^{-11}$ cm$^2$/s and about two thirds at $10^{-12}$ cm$^2$/s.

Temperature enters the excess boron diffusion through $D_B^*/(DC^*)$. If the activation energy of $DC^*$ exceeds that of $D_B^*$ by roughly 1.4 eV, this ratio varies as $\exp(1.4\,\mathrm{eV}/k_BT)$, with $k_B$ the Boltzmann constant. At fixed $N$ and complete release, 10 K more multiplies the excess by 0.87: the interstitials reach the surface with less boron motion on the way.

The shape of the boron profile needs separate care. Boron moves in rare events, each a diffusive walk with an exponentially distributed lifetime. If $\lambda_m^2$ is the walk's diffusivity times its mean lifetime, one event has variance $2\lambda_m^2$, and the mean number of excess events is $D_B^*\Phi/(C^*\lambda_m^2)$. For a rough $\lambda_m=5$ nm this is $12.13/25\simeq0.49$ at 500 nm. For independent events, a fraction $e^{-0.49}\simeq0.6$ of the boron atoms makes no excess move at all. The variance stands, but a Gaussian of width $\sigma$ would misrepresent the profile at this distance. Nearer the window the events are more numerous and the Gaussian is a better approximation. If each event is short compared with the anneal and the exposure is uniform over the boron's path, the shape follows without tracking single events. One event has the Fourier transform $1/(1+\kappa^2\lambda_m^2)$ at wavenumber $\kappa$ in depth, and a Poisson number of events with mean $m$ gives $\exp[-m\kappa^2\lambda_m^2/(1+\kappa^2\lambda_m^2)]$ for the excess displacement.

Numerical values quoted here were computed with a short program.
